Plane-Wave Convergence and the Δ Minimum of an Empirical Silicon Pseudopotential

**1. What has to be decided**

To sample the electron pockets of silicon, one must decide where in the Brillouin zone to centre a fine k mesh, and how many plane waves to spend at each point. A small mesh centred at the zone boundary X would miss the centre of the pocket, and too small a basis can shift the gap by more than the thermal energy at room temperature. The position of the conduction minimum and the basis errors are obtained below for the Cohen-Bergstresser form factors.

The model is one electron in a fixed, local, periodic potential. It leaves out spin-orbit coupling, nonlocality of the pseudopotential and any self-consistent response. "Converged" below therefore means converged to the solution of this model, not to measured silicon.

The algebra uses atomic units, and numerical energies are in eV. The cubic lattice constant is a = 5.43 Å. Wavevectors are written as k = (2π/a)κ, reciprocal lattice vectors as (2π/a)G, where the three components of G are integers, all even or all odd. X is κ = (1,0,0), and the line from Γ to X is called Δ.

**2. The matrix**

Put the two atoms of the primitive cell at +τ and −τ, with τ = (a/8)(1,1,1). The origin is then the middle of a bond and a centre of inversion. If each atom contributes a spherical potential u(r), the Fourier coefficient of the crystal potential at (2π/a)K is an integral over the cell volume Ω. Summing over cells extends the integral to all space:

V_K = (1/Ω) [exp(−iφ) + exp(iφ)] ∫ u(r) exp(−i(2π/a)K·r) d³r

φ = (2π/a) K·τ = (π/4)(K₁ + K₂ + K₃)

The form factor v is the same integral divided by the volume per atom, Ω/2. Hence (1/Ω)∫… = v/2, the bracket is 2 cos φ, and

V_K = v(|K|²) cos[(π/4)(K₁ + K₂ + K₃)].

The input is v = −0.21, 0.04 and 0.08 Ry at |K|² = 3, 8 and 11, or −2.857, 0.544 and 1.088 eV. All other coefficients are zero. The shell |K|² = 4 needs no parameter, since for K = (2,0,0) the cosine is cos(π/2) = 0. The average potential V₀ only sets the zero of energy and is put to zero.

Bloch's theorem allows the expansion

ψ(r) = Σ_G c_G exp[i(2π/a)(κ + G)·r].

The kinetic energy operator −∇²/2 multiplies each wave by (2π/a)²|κ + G|²/2. With

T₀ = (2π/a)²/2 = 5.101 eV,

projection of the Schrödinger equation on one plane wave gives

Σ_G′ H_GG′ c_G′ = E c_G,  H_GG′ = T₀|κ + G|² δ_GG′ + V_(G−G′).

The matrix is real and symmetric because the inversion centre made V_K real. Four bands are filled by the eight valence electrons of the cell, so the fifth is the lowest conduction band.

As a test of signs and phases, the computed conduction state was inserted into the differential equation at 40 random points, with a finite-difference Laplacian and with the potential summed from the two atoms. The rms residual is 0.004 eV for a wave of unit mean square. A grossly wrong structure factor, such as 1 or cos[(π/2)(K₁ + K₂ + K₃)], leaves a residual of several eV.

**3. Choice of basis**

Keep all G with |G|² ≤ C. The reciprocal cell has volume 4 in units of (2π/a)³, so the number of plane waves is roughly

N ≈ (1/4)(4π/3) C^(3/2) = (π/3) C^(3/2).

For C = 72 this gives 640; the actual count is 645. The work of a dense diagonalization grows as N³.

The same set of G is used at every κ. The alternative, a sphere |κ + G|² ≤ C that moves with κ, changes the matrix dimension along the path. For C = 20 the four vectors (−5,±1,±1) enter when

25 − 10κ + κ² + 2 = 20, so κ² − 10κ + 7 = 0 and κ = 5 − √18 = 0.757.

This lies close to the minimum sought. When new functions enter, the eigenvalue drops at once. With steps of 0.002 in κ, the largest second difference of the conduction band between 0.70 and 0.92 is 2.29 meV for the moving sphere and 0.05 meV for the fixed set. The latter is what a smooth band of the curvature found below should give. A mass taken by finite differences across the jump would be meaningless.

The fixed set has its own cost. It is centred at Γ, so the bases at κ and κ + G are not equivalent, and the computed bands are not strictly periodic. This defect vanishes with increasing C. Both truncated energies lie above the exact one, so their difference cannot exceed the larger of the two truncation errors. A small defect is therefore necessary for convergence, but does not prove it. The points U = (1,1/4,1/4) and K = (3/4,3/4,0) differ by a reciprocal vector and a symmetry operation:

U − (1,1,1) = (0,−3/4,−3/4).

Their lowest five energies must agree, and at C = 72 they do within 0.0003 meV.

**4. Truncation error**

Let P denote the retained plane waves and Q the discarded ones, with coefficient vectors c and d. The full eigenvalue problem is

H_PP c + H_PQ d = E c
H_QP c + H_QQ d = E d.

The second line gives d = (E − H_QQ)⁻¹ H_QP c, provided E is not an eigenvalue of H_QQ. Insertion into the first gives

[H_PP + H_PQ (E − H_QQ)⁻¹ H_QP] c = E c.

Nothing has been approximated so far. To leading order, replace H_QQ by its diagonal, which is purely kinetic because V₀ = 0. Use the truncated energy E_C in the denominator, and take the expectation value of the extra term in the truncated eigenvector. For a nondegenerate state,

δE ≈ Σ_(G in Q) |w_G|² / (E_C − T₀|κ + G|²),  w_G = Σ_(G′ in P) V_(G−G′) c_G′.

The shift is negative whenever the discarded waves have kinetic energies above E_C. The estimate is good when the potential couplings among the discarded waves are small beside those denominators. It fails for a cutoff so low that some discarded wave is close in energy to the state.

At the conduction minimum, the estimated and actual shifts from cutoff C to the basis C = 72 are:

C = 20: −27.9 and −28.4 meV
C = 27: −0.331 and −0.336 meV
C = 36: −0.177 and −0.180 meV.

The estimate misses less than 2% of the shift in each case. It needs one eigenvector in the small basis and one matrix-vector product, so it can judge a cutoff for this state without a large diagonalization. For the gap, the error of the valence top is needed as well.

The nested bases also give a one-sided statement. By the min-max principle, adding functions cannot raise any ordered eigenvalue at fixed κ. This was tested for the lowest six bands at κ = (0.85,0,0). It does not carry over to the gap, which is a difference of two such eigenvalues:

C = 16, N = 65: gap 0.7378 eV, κ_min = 0.8533
C = 20, N = 113: gap 0.8236 eV, κ_min = 0.8527
C = 27, N = 169: gap 0.8199 eV, κ_min = 0.8537
C = 36, N = 259: gap 0.8203 eV, κ_min = 0.8537
C = 72, N = 645: gap 0.8202 eV, κ_min = 0.8537.

The gap does not change in one direction only. At C = 20 the conduction minimum is 28.4 meV too high, but the gap is too large by only 3.4 meV. The valence top must therefore be too high by 28.4 − 3.4 = 25.0 meV. The good gap at this cutoff is mostly a cancellation. At C = 27 the gap error is −0.4 meV and the individual errors are themselves below 1 meV, so this is the better-founded choice.

The position behaves differently. Let ε(κ) be the truncation error of the band along Δ. The truncated minimum satisfies E′(κ_C) + ε′(κ_C) = 0. Expanding about the true minimum, where E′ = 0, gives to first order in the error

κ_C − κ_min ≈ −ε′(κ_min)/E″(κ_min).

A shift of the conduction band that is uniform in κ has no effect on the position, and the error of the valence top does not enter at all. At C = 16 the gap is 82 meV too small, although the conduction minimum cannot be too low. The valence top is therefore at least 82 meV too high, while the position of the conduction minimum is still within 0.0005. C = 20 can have a better gap and a slightly worse position because the position responds to the slope of the conduction error, not to its size.

**5. Locating the minimum**

The algorithm is as follows.

1. Build V once for the largest basis, with G sorted by length. Every smaller basis is then a leading block.
2. Scan the fifth eigenvalue on the outer half of Δ in steps of 0.05, and refine around the lowest point by bounded minimization.
3. Find the zero of the slope in a bracket around that point.
4. Check on a three-dimensional mesh that no lower minimum lies elsewhere.

For step 3, only the kinetic term depends on κ. Differentiating E = c·Hc with c·c = 1 gives

dE/dκ = c·(dH/dκ)c + 2 (dc/dκ)·Hc.

The last term equals 2E (dc/dκ)·c = E d(c·c)/dκ = 0. Therefore

dE/dκ = 2T₀ Σ_G c_G² (κ + G)_x.

This holds for any cutoff because the basis does not change with κ. The root is better conditioned than the minimum search. An energy noise η makes points indistinguishable within |δκ| ≈ √(2η/E″), whereas a slope noise η′ displaces the root by η′/E″. The two searches agree within the tested tolerance of 10⁻⁴, and give

κ_min = 0.8537, or k_min = 0.988 Å⁻¹.

The mesh of step 4 has 916 points in the irreducible wedge, spaced by 0.05, and uses C = 20. Its lowest conduction energy is at (0.85,0,0) and its highest valence energy at Γ. A mesh cannot exclude a narrower feature between its points. Relative to the valence top, the converged conduction energies are 0.820 eV at the minimum, 0.949 eV at X, 1.876 eV at L and 3.424 eV at Γ. The model has an indirect gap of 0.82 eV, or 0.030 hartree.

**6. Curvature from the k·p sum**

Move from κ to κ + δ along axis α. Expanding |κ + δ + G|² gives

H(κ + δ) = H(κ) + 2T₀ δ p_α + T₀ δ²,

where p_α is the diagonal matrix with elements (κ + G)_α. This expansion terminates. Second-order perturbation theory for a nondegenerate band n then gives

E_n(κ + δ) = E_n + 2T₀ δ p_nn + T₀ δ² + 4T₀² δ² Σ_(m≠n) |p_mn|²/(E_n − E_m) + O(δ³).

At the minimum the linear term vanishes along Δ. It vanishes across Δ as well, because the band energies are even in κ_y and κ_z. The effective mass m_α, in electron masses, is defined by E = E_n + T₀δ²/m_α. Comparison of the δ² terms gives

1/m_α = 1 + 4T₀ Σ_(m≠n) |p_mn|²/(E_n − E_m).

Lower bands contribute positive terms and make the electron lighter; higher bands make it heavier. The sum must run over all eigenvectors of the basis to reproduce the curvature of the computed band. The results are

m_longitudinal = 0.873, m_transverse = 0.184,

and finite differences of the bands give the same values to the four digits printed. The inverse masses are 1.145 and 5.42. Along Δ the sum adds only 0.145 to the free-electron value, which is the net excess of the lower bands' contribution over that of the higher bands. Across Δ it adds 4.42, so the lower bands prevail. Close to the minimum, where the quadratic expansion holds, the pocket is an ellipsoid elongated along Δ. At equal energy its semi-axes scale as √m, in the ratio √(0.873/0.184) = 2.2, and a mesh for the pocket should be stretched accordingly.

The longitudinal mass also accounts for the smooth second difference of Section 3. Here E″ = 2T₀/m = 11.7 eV, which multiplied by 0.002² gives 0.047 meV.

The scalar formula does not apply to the valence top, where three bands meet and the second-order term is a matrix.

**7. Why the minimum is not at X**

A band with no degeneracy at X would have zero slope there, since inversion and periodicity make its energies symmetric about X. In the diamond structure this argument fails, because every level at X is at least twofold degenerate.

To see this, take the glide g that maps (x,y,z) to (x + a/4, y + a/4, −z). It takes the atom at −τ to τ, and the atom at τ to −τ + (a/2)(1,1,0), which is again an atomic site. The reflection of z also maps the lattice onto itself, so the potential of Section 2 is unchanged. Let I be inversion. Acting on a point,

gI: (x,y,z) → (−x + a/4, −y + a/4, z)
Ig: (x,y,z) → (−x − a/4, −y − a/4, z).

The two results differ by the lattice translation (a/2)(1,1,0). On a Bloch function at X this translation is the factor exp(±iπ) = −1. Hence gI = −Ig there. If ψ has parity +1, then gψ has the same energy and parity −1, so it is a different state.

Now expand about X within such a doublet. The operator p_x changes sign under inversion, so its diagonal elements between states of definite parity vanish. Its matrix in the doublet has the form

p_x = [0, b; b*, 0],

with eigenvalues ±P, P = |b|. The second-order operator contains p_x twice and so conserves parity; it is diagonal. It also commutes with g, which exchanges the two states, so its two diagonal elements are equal. The combined quadratic coefficient is therefore one number,

W = 1 + 4T₀ Σ′_m |p_m|²/(E_X − E_m),

where p_m is the element of p_x between a doublet state and state m, and the prime excludes the doublet. With κ = 1 − q, that is δ = −q, the two branches are

E±(q) = E_X ∓ 2T₀ P q + T₀ W q² + O(q³).

For q > 0 the lower branch starts downwards from X. If W > 0 it turns at

dE/dq = −2T₀P + 2T₀Wq = 0, so q₀ = P/W,

and the minimum lies below X by

E_X − E(q₀) = 2T₀P²/W − T₀P²/W = T₀P²/W.

Two limits check the formula. Without a potential, the lowest doublet at X consists of the waves with (κ + G)_x = ±1. The other waves are not coupled to them by p_x, so P = 1 and W = 1. Then q₀ = 1, which is Γ, and the lower branch is T₀(1 − q)², the free-electron parabola. This doublet becomes the lowest pair of valence bands. The conduction doublet descends instead from the fourfold free-electron level at 2T₀, made of the waves κ + G = (0,±1,±1), for which p_x vanishes; its P is created by the potential and goes to zero with it. The second limit is P → 0 at fixed W > 0, where the minimum moves to X. The degeneracy alone does not make P nonzero: the upper valence doublet at X has P = 0.

For the conduction doublet the calculation gives P = 0.1743 and W = 1.236. Hence

q₀ = 0.1743/1.236 = 0.141, κ_min ≈ 0.859
depth = 5.101 × 0.1743²/1.236 = 0.125 eV.

The full band has q₀ = 0.146 and a depth of 0.128 eV. Relative to these, the quadratic model is 4% low in q₀ and 2% low in depth. Its mass, 1/W = 0.81, is 7% below the full longitudinal mass. The differences are due to the cubic and higher terms in q, which the model omits. Thus the position near 0.85 is set by the ratio of a small momentum element to a nearly free-electron curvature. Symmetry forces the doublet, but not the value 0.85.

The degeneracy at X also shows what a small fixed basis does. The Γ-centred set is not symmetric under κ + G → −(κ + G) at X, so it splits the doublet: by 42 meV at C = 16, 4.2 meV at C = 20, 0.9 meV at C = 27 and 0.02 meV at C = 36. The two branches have opposite eigenvalues under g, which the basis respects, so they still cross, but at a displaced point. With slopes ±2T₀P = ±1.78 eV, a splitting of 0.042 eV displaces the crossing by about 0.042/(2 × 1.78) = 0.012. This is well separated from the minimum at distance 0.146, but a finite difference of the fifth eigenvalue taken across the crossing would mix the two branches.

**8. How many digits the inputs support**

The form factors are given to 0.01 Ry. Suppose they are rounded values, each uncertain by up to 0.005 Ry. Write V = Σ_i v_i M_i, where M_i holds the cosines of shell i. The gap is

E_gap(v) = E_c(κ_min(v), v) − E_v(v).

Differentiating with respect to v_i produces a term (∂E_c/∂κ)(dκ_min/dv_i), which vanishes because the slope is zero at the minimum. The Hellmann-Feynman argument of Section 5 gives the rest:

dE_gap/dv_i = c·M_i c − u·M_i u,

with c the conduction eigenvector at the minimum and u one at the valence top. Any of the three degenerate valence states may be used, since M_i has the full crystal symmetry and shifts them equally.

To first order, an increase of 0.005 Ry in v at |K|² = 3, 8 and 11 changes the gap by −117, +45 and +132 meV. Solving the whole problem again with each form factor altered by ±0.001 Ry, including a new search for the minimum, gives the same slopes. If all three rounding errors had their full size and the least favourable signs, the linear change would be

117 + 45 + 132 = 294 meV.

If they were independent and uniformly distributed, each standard deviation would be the listed value divided by √3, and the combined one

√(117² + 45² + 132²)/√3 = 105 meV.

Under this assumption of independent rounding errors, the gap of the model is 0.8 eV with an input uncertainty of about 0.1 eV. This is not the error of the model against silicon. The measured gap, 1.17 eV at low temperature and 1.12 eV at room temperature, lies above even the least favourable value 0.820 + 0.294 = 1.11 eV, so rounding of the form factors does not account for the difference. Further digits describe the numerical solution for the stated parameters and are useful for checking an implementation, not for predicting silicon. The corresponding uncertainty of κ_min was not computed, so 0.8537 should likewise be read as the answer for these exact inputs.

This settles the choice of cutoff. With C = 27 and 169 plane waves, the basis error of the gap is about 0.4 meV, more than two hundred times smaller than the input uncertainty. Going to C = 72 multiplies the dense diagonalization work by about (645/169)³ ≈ 56 without making the physical prediction better. The larger basis is worthwhile for testing degeneracies and derivatives, where small errors can be recognized against a known symmetry. The numerical output gives the band energies at Γ, X and L and the convergence data.

Computed values

```
lattice constant = 5.43 angstrom; 2 pi/a = 1.1571 1/angstrom
kinetic unit T0 = 5.1013 eV
form factor |G|^2=3: -0.21 Ry = -2.8572 eV
form factor |G|^2=8: 0.04 Ry = 0.5442 eV
form factor |G|^2=11: 0.08 Ry = 1.0885 eV
cutoff C, plane waves, C*T0 (eV), gap (eV), k_min/X, X splitting (meV)
   16   65    81.6   0.73784  0.85326    42.4342
   20  113   102.0   0.82359  0.85268     4.1994
   27  169   137.7   0.81985  0.85365     0.8718
   36  259   183.6   0.82031  0.85366     0.0182
   56  459   285.7   0.82023  0.85367     0.0006
   72  645   367.3   0.82024  0.85367     0.0001
largest U-K difference, bands 1-5 = 0.00022 meV
rms residual of wave equation at 40 points = 4.35e-03 eV
cutoff C: estimated and actual truncation shift at k_min (meV)
   20   -27.9043   -28.3721
   27    -0.3314    -0.3359
   36    -0.1774    -0.1798
C=20, k step 0.002, largest second difference: moving sphere 2.2917 meV, fixed set 0.0485 meV
wedge mesh: 916 points, conduction minimum at (0.85, 0.00, 0.00) 2 pi/a
k_min = 0.85367 of Gamma-X = 0.9878 1/angstrom
indirect gap = 0.8202 eV = 0.03014 hartree
Gamma bands 1-8 (eV): -12.613 -0.000 -0.000 0.000 3.424 3.424 3.424 3.889
X bands 1-8 (eV): -8.333 -8.333 -3.006 -3.006 0.949 0.949 12.124 12.124
L bands 1-8 (eV): -10.235 -7.366 -1.253 -1.253 1.876 3.982 3.982 7.975
longitudinal mass: k.p sum 0.8733, finite difference 0.8733 m_e
transverse mass: k.p sum 0.1844, finite difference 0.1844 m_e
X doublet: P = 0.17425 (2 pi/a), W = 1.23583
two-band model: k_min = 0.8590 X, depth below X = 125.33 meV
full band: depth below X = 128.42 meV
gap change for +0.005 Ry in one form factor (meV), C=36:
  |G|^2=3: -117.33 (re-solved slope gives -117.33)
  |G|^2=8: 44.87 (re-solved slope gives 44.87)
  |G|^2=11: 131.78 (re-solved slope gives 131.78)
```
